\section*{Errors of plain and robust density fitting for F12 two-electron integrals, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

An explicitly correlated (F12) calculation needs four-index two-electron integrals over several kernels besides the Coulomb operator: the geminal $f(r_{12})$, the product $f/r_{12}$, and the square $f^2$. Density fitting replaces each orbital product by an expansion in an auxiliary basis, so that only two- and three-index integrals are computed. The fitting coefficients are available from the Coulomb problem. There are then two ways to assemble an integral over another kernel $g$. The plain way contracts the two sets of coefficients with the two-index matrix of $g$ and needs no three-index integrals over $g$. The robust way also needs the three-index integrals over every kernel and, for a single integral, a contraction twice as long. Whether that cost must be paid depends on how the error of each formula scales with the error of the fitted densities. With a fixed auxiliary basis the plain error is in general of first order in the fitting residuals unless the kernel is proportional to the fitting metric. The robust error is exactly the integral of $g$ between the two residuals.

\section{Conventions}

Hartree atomic units are used and orbitals are real. A product of two orbitals is called a density and written $p(\mathbf r)$ or $q(\mathbf r)$; it need not be positive. For a kernel that multiplies by a function of $r=r_{12}=|\mathbf r_1-\mathbf r_2|$,
\begin{equation}
(p|g|q)=\iint p(\mathbf r_1)\,g(r_{12})\,q(\mathbf r_2)\,d^3r_1\,d^3r_2 .
\end{equation}
This form is linear in each argument and symmetric, $(p|g|q)=(q|g|p)$. The Coulomb kernel is $J=1/r$, and $\|p\|^2=(p|J|p)$. The geminal is of Slater type,
\begin{equation}
f(r)=-\frac{e^{-\gamma r}}{\gamma},
\end{equation}
and the kernels treated are $f$, $f/r$ and $f^2$. Since $\nabla_1 f=e^{-\gamma r}\,\hat{\mathbf r}_{12}$, the kernel $|\nabla_1 f|^2=e^{-2\gamma r}=\gamma^2f^2$ is covered as well. Integrals over commutators of the kinetic energy with $f$ contain derivatives acting on orbitals and are not treated. An integral carries the unit of its kernel: $E_{\rm h}$ for $J$, bohr for $f$, bohr$^2$ for $f^2$, and $f/r$ is a pure number. Auxiliary functions are $A,B$, assumed linearly independent. A fit and its residual are
\begin{equation}
\tilde p=\sum_A d^p_A\,A,\qquad \Delta p=p-\tilde p .
\end{equation}
Every error below is the exact value minus the approximate one.

\section{The Coulomb fit}

The coefficients are chosen to minimise the Coulomb self-energy of the residual. With $J^p_A=(A|J|p)$ and $J_{AB}=(A|J|B)$, bilinearity gives
\begin{equation}
\|\Delta p\|^2=(p|J|p)-2\sum_A d^p_AJ^p_A+\sum_{AB}d^p_AJ_{AB}d^p_B .
\end{equation}
The derivative with respect to $d^p_A$ is $-2J^p_A+2\sum_BJ_{AB}d^p_B=-2(A|J|\Delta p)$. The matrix $J_{AB}$ is positive definite (Section~\ref{sec:fourier} shows that $\|\cdot\|^2$ is positive), so the stationary point is the minimum:
\begin{equation}
\mathbf d^p=\mathbf J^{-1}\mathbf J^p,\qquad (A|J|\Delta p)=0\quad\text{for all }A. \label{eq:orth}
\end{equation}
The residual is orthogonal to the auxiliary space in the Coulomb scalar product. Nothing makes it orthogonal in the form defined by another kernel, and nothing forces its charge $\int\Delta p\,d^3r$ to vanish.

\section{The plain formula}

Insert $\tilde p=p-\Delta p$ and $\tilde q=q-\Delta q$ into the plain approximation $(\tilde p|g|\tilde q)$:
\begin{equation}
(\tilde p|g|\tilde q)=(p|g|q)-(\Delta p|g|q)-(p|g|\Delta q)+(\Delta p|g|\Delta q).
\end{equation}
The error is therefore
\begin{equation}
(p|g|q)-(\tilde p|g|\tilde q)=(\Delta p|g|q)+(p|g|\Delta q)-(\Delta p|g|\Delta q). \label{eq:plain}
\end{equation}
The first two terms contain one residual and one full density.

For $g=J$ they are secretly of second order. Writing $q=\tilde q+\Delta q$, the part $(\Delta p|J|\tilde q)=\sum_Ad^q_A(\Delta p|J|A)$ vanishes by \eqref{eq:orth}, so $(\Delta p|J|q)=(\Delta p|J|\Delta q)$, and in the same way $(p|J|\Delta q)=(\Delta p|J|\Delta q)$. The three terms of \eqref{eq:plain} add as $1+1-1$:
\begin{equation}
(p|J|q)-(\tilde p|J|\tilde q)=(\Delta p|J|\Delta q). \label{eq:coul}
\end{equation}
This step used \eqref{eq:orth} with the same kernel as in the integral. For $g\ne J$ it is not available.

\section{The robust formula}

The one term of second order that can be formed from the residuals is $(\Delta p|g|\Delta q)$. Expanding it in the opposite direction,
\begin{equation}
(p-\tilde p\,|g|\,q-\tilde q)=(p|g|q)-(\tilde p|g|q)-(p|g|\tilde q)+(\tilde p|g|\tilde q),
\end{equation}
and solving for the exact integral gives
\begin{equation}
(p|g|q)=\underbrace{(\tilde p|g|q)+(p|g|\tilde q)-(\tilde p|g|\tilde q)}_{(p|g|q)_R}+(\Delta p|g|\Delta q). \label{eq:robust}
\end{equation}
The robust approximation $(p|g|q)_R$ drops the last term, and its error is exactly
\begin{equation}
(p|g|q)-(p|g|q)_R=(\Delta p|g|\Delta q). \label{eq:err}
\end{equation}
Only bilinearity was used. The identity holds for any kernel for which the integrals exist and for any coefficients whatever: a Coulomb fit, an overlap fit, or fits of $p$ and $q$ in different subsets of the auxiliary basis. ``Quadratic'' here means bilinear in the two residuals: if both are scaled by $\epsilon$, the error is scaled by $\epsilon^2$.

With $G^q_A=(A|g|q)$ and $G_{AB}=(A|g|B)$ the three terms are $\mathbf d^{p\,T}\mathbf G^q$, $\mathbf G^{p\,T}\mathbf d^q$ and $\mathbf d^{p\,T}\mathbf G\,\mathbf d^q$. For the Coulomb fit \eqref{eq:orth},
\begin{equation}
(p|g|q)_R=\mathbf J^{p\,T}\mathbf J^{-1}\mathbf G^q+\mathbf G^{p\,T}\mathbf J^{-1}\mathbf J^q-\mathbf J^{p\,T}\mathbf J^{-1}\mathbf G\,\mathbf J^{-1}\mathbf J^q . \label{eq:work}
\end{equation}
Setting $g=J$ makes all three terms equal to $\mathbf J^{p\,T}\mathbf J^{-1}\mathbf J^q$, which recovers the plain formula and \eqref{eq:coul}. Sharing the last term equally between the other two, with $\mathbf H^q=\mathbf G^q-\tfrac12\mathbf G\,\mathbf d^q$,
\begin{equation}
(p|g|q)_R=\mathbf d^{p\,T}\mathbf H^q+\mathbf H^{p\,T}\mathbf d^q ,
\end{equation}
so the assembly of each integral takes two sums over the auxiliary index where the plain formula $\mathbf d^{p\,T}(\mathbf G\mathbf d^q)$ takes one. When the full matrix over one set of products is built, the second sum is the transpose of the first and need not be computed separately.

The difference between the two formulas is
\begin{align}
(p|g|q)_R-(\tilde p|g|\tilde q)&=(\tilde p|g|q)-(\tilde p|g|\tilde q)+(p|g|\tilde q)-(\tilde p|g|\tilde q)\nonumber\\
&=(\tilde p|g|\Delta q)+(\Delta p|g|\tilde q). \label{eq:cross}
\end{align}
These cross terms vanish if $(A|g|\Delta p)=(A|g|\Delta q)=0$ for all $A$, which is the fitting condition in the metric $g$. A kernel of definite sign can serve as its own metric, and the plain formula $\mathbf G^{p\,T}\mathbf G^{-1}\mathbf G^q$ is then robust; for $p=q$ its error is the smallest in magnitude that the robust formula can reach in that auxiliary space with the same coefficients on both sides, because that fit minimises $|(\Delta p|g|\Delta p)|$. Under the same restriction, the plain formula with other coefficients can come closer only through cancellation between its first- and second-order terms. It still needs the three-index integrals $\mathbf G^q$, and it needs a separate fit for each kernel.

The sensitivity to the coefficients follows by differentiating the definition. Only $\tilde p$ depends on $d^p_A$, and $\partial\tilde p/\partial d^p_A=A$:
\begin{equation}
\frac{\partial (p|g|q)_R}{\partial d^p_A}=(A|g|q)-(A|g|\tilde q)=(A|g|\Delta q),\qquad
\frac{\partial(\tilde p|g|\tilde q)}{\partial d^p_A}=(A|g|\tilde q). \label{eq:sens}
\end{equation}
To first order, a perturbation of the coefficients, from a truncated inverse or a restricted fitting domain, changes the robust value by an amount proportional to the other residual, and changes the plain value by an amount proportional to the full fitted density. If both fits are perturbed, a term bilinear in the two perturbations is added. The second relation in \eqref{eq:sens} applies to $g=J$ too: if the coefficients do not satisfy \eqref{eq:orth}, the plain Coulomb error is in general of first order, and the robust form is needed to make it of second order. An exception is a Coulomb fit of both densities in the same subset of the auxiliary functions. The residuals are then orthogonal to that subset, which contains both fitted densities, and the plain and robust values coincide.

\section{Fourier form of the integrals}\label{sec:fourier}

Let $\hat p(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}p(\mathbf r)\,d^3r$. Substituting $g(r_{12})=(2\pi)^{-3}\int e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}\hat g(k)\,d^3k$ separates the two spatial integrals; the one over $\mathbf r_1$ gives $\hat p(\mathbf k)^*$ because $p$ is real, and the one over $\mathbf r_2$ gives $\hat q(\mathbf k)$:
\begin{equation}
(p|g|q)=\int\frac{d^3k}{(2\pi)^3}\;\hat p(\mathbf k)^*\,\hat g(k)\,\hat q(\mathbf k). \label{eq:ft}
\end{equation}
For a spherical kernel the angular integral is $2\pi\int_{-1}^1e^{-ikrc}\,dc=4\pi\sin(kr)/(kr)$, so $\hat g(k)=(4\pi/k)\int_0^\infty r\sin(kr)\,g(r)\,dr$. With $\int_0^\infty e^{-cr}\sin(kr)\,dr=\mathrm{Im}\,[1/(c-ik)]=k/(k^2+c^2)$,
\begin{equation}
\widehat{\frac{e^{-cr}}{r}}=\frac{4\pi}{k^2+c^2},\qquad
\widehat{e^{-cr}}=-\frac{\partial}{\partial c}\frac{4\pi}{k^2+c^2}=\frac{8\pi c}{(k^2+c^2)^2}. \label{eq:yuk}
\end{equation}
The limit $c\to0$ of the first gives $\hat J=4\pi/k^2>0$, which proves that $\|p\|^2$ is positive. It is convenient to measure each kernel against the Coulomb one through $\rho_g(k)=\hat g/\hat J=k^2\hat g(k)/4\pi$. For $f$ take $c=\gamma$ and the factor $-1/\gamma$ in the second transform; for $f/r$ the same in the first; for $f^2=e^{-2\gamma r}/\gamma^2$ take $c=2\gamma$ in the second, which gives $16\pi/[\gamma(k^2+4\gamma^2)^2]$. Then
\begin{equation}
\rho_f=-\frac{2k^2}{(k^2+\gamma^2)^2},\qquad
\rho_{f/r}=-\frac{k^2}{\gamma(k^2+\gamma^2)},\qquad
\rho_{f^2}=\frac{4k^2}{\gamma(k^2+4\gamma^2)^2}. \label{eq:rho}
\end{equation}

\section{What the first-order term is}

Define a function $w_q$ by $\hat w_q=\rho_g\,\hat q$. It is the charge distribution whose Coulomb potential equals the $g$-potential of $q$, since $\hat J\hat w_q=\hat g\hat q$. By \eqref{eq:ft}, $(a|g|q)=(a|J|w_q)$ for every function $a$. Fit $w_q$ in the Coulomb metric: the coefficients are $\mathbf J^{-1}$ applied to $(A|J|w_q)=G^q_A$. The fitted part is Coulomb-orthogonal to $\Delta p$ by \eqref{eq:orth}, and so
\begin{equation}
(\Delta p|g|q)=(\Delta p|J|w_q)=(\Delta p|J|\Delta w_q),\qquad \Delta w_q=w_q-\sum_A(\mathbf J^{-1}\mathbf G^q)_A\,A. \label{eq:w}
\end{equation}
The first-order term is thus a product of two residuals after all, but the second belongs to $w_q$, which is not an orbital product. At $k=0$ all three ratios \eqref{eq:rho} vanish, so $w_q$ has zero charge whatever the charge of $q$. For $f/r$, writing $k^2/(k^2+\gamma^2)=1-\gamma^2/(k^2+\gamma^2)$ gives $\hat w_q=-\hat q/\gamma+\gamma\hat q/(k^2+\gamma^2)$, that is
\begin{equation}
w_q(\mathbf r)=-\frac{q(\mathbf r)}{\gamma}+\frac{\gamma}{4\pi}\int\frac{e^{-\gamma|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}\,q(\mathbf r')\,d^3r' .
\end{equation}
The second part is a screened potential with a tail $e^{-\gamma r}/r$, more extended than a product of Gaussian orbitals. Two statements follow. With a fixed auxiliary basis, $\Delta w_q$ does not in general vanish when $\Delta q\to0$, and the plain error is of first order in the residuals of the densities. If instead the auxiliary basis is driven to completeness in the Coulomb norm, $\Delta w_q$ also tends to zero, provided $\|w_q\|$ is finite, and the plain formula converges; its first-order terms are then bounded by $\|\Delta p\|\,\|\Delta w_q\|$ and $\|\Delta w_p\|\,\|\Delta q\|$. The rate therefore depends on how well the basis describes $w_p$ and $w_q$ as well as $p$ and $q$, and the functions $w$ do not enter the construction of a basis optimised for orbital products.

\section{Size and sign of the robust error}

Apply \eqref{eq:ft} to \eqref{eq:err} and write $\hat g=\rho_g\hat J$. Let $C_g=\sup_k|\rho_g(k)|$. Then
\begin{align}
|(\Delta p|g|\Delta q)|&\le\int\frac{d^3k}{(2\pi)^3}\,|\rho_g|\,\hat J\,|\widehat{\Delta p}|\,|\widehat{\Delta q}|
\le C_g\int\frac{d^3k}{(2\pi)^3}\,\big(\hat J^{1/2}|\widehat{\Delta p}|\big)\big(\hat J^{1/2}|\widehat{\Delta q}|\big)\nonumber\\
&\le C_g\,\|\Delta p\|\,\|\Delta q\|, \label{eq:bound}
\end{align}
the last step by the Cauchy--Schwarz inequality. The norms on the right are the quantities that the Coulomb fit minimises.

With $x=k^2$, the function $x/(x+a)^2$ has derivative $(a-x)/(x+a)^3$ and maximum $1/(4a)$ at $x=a$. For $f$, $a=\gamma^2$ and the prefactor is $2$; for $f^2$, $a=4\gamma^2$ and the prefactor is $4/\gamma$. For $f/r$ the ratio $x/(x+\gamma^2)$ rises monotonically to $1$. Hence
\begin{equation}
C_J=1,\qquad C_f=\frac1{2\gamma^2},\qquad C_{f/r}=\frac1\gamma,\qquad C_{f^2}=\frac1{4\gamma^3},
\end{equation}
reached at $k=\gamma$ for $f$, at $k=2\gamma$ for $f^2$, and approached as $k\to\infty$ for $f/r$. A residual of short wavelength hardly disturbs an integral over $f$, where $|\rho_f|\to2/k^2$, but enters an integral over $f/r$ with the full weight $1/\gamma$, because that kernel keeps the Coulomb singularity.

The constants cannot be lowered without further knowledge of the residuals. Functions whose transforms lie in a thin shell where $|\rho_g|$ is close to $C_g$ form a space of infinite dimension; the finite number of conditions \eqref{eq:orth} leaves nonzero members of it, and for $\Delta p=\Delta q$ taken from these the ratio of the two sides of \eqref{eq:bound} is as near to $1$ as desired. An actual residual is spread over $k$, and its error lies below the bound.

For $p=q$ the error is $(2\pi)^{-3}\int\hat g\,|\widehat{\Delta p}|^2d^3k$ and has the sign of $\hat g$: negative for $f$ and $f/r$, positive for $f^2$ and $J$, the same sign as the exact diagonal integral. For $p\neq q$ no sign is fixed. One property of the plain formula is lost. For a positive kernel the plain matrix over a set of densities is a Gram matrix and cannot have negative eigenvalues. The robust diagonal element is $2\mathbf d^{p\,T}\mathbf G^p-\mathbf d^{p\,T}\mathbf G\mathbf d^p$, which is negative if, for instance, $\mathbf G^p=0$ while $\mathbf d^p\ne0$. A factorisation that assumes definiteness has to check it.

\section{Where the bound fails: linear $r_{12}$}

As $\gamma\to0$, $f+1/\gamma=(1-e^{-\gamma r})/\gamma\to r$. The constant contributes $(p|\gamma^{-1}|q)=Q_pQ_q/\gamma$, with $Q$ the charges. For neutral functions this vanishes, and the limit of \eqref{eq:rho} gives $\rho_r=-2/k^2$, which is unbounded at small $k$; correspondingly $C_f=1/(2\gamma^2)$ diverges. The identity \eqref{eq:err} still holds for $g=r$, and the error is still bilinear, but no constant bounds it by Coulomb norms. A scaling argument shows this without transforms. Stretch a function of fixed charge by a factor $\lambda$. Then $(a|r|a)$ is multiplied by $\lambda$ and $(a|J|a)$ by $1/\lambda$, so their ratio grows as $\lambda^2$. A diffuse residual that is negligible in the Coulomb norm can give a large error. The kernel $r$ is also indefinite: $(a|r|a)>0$ for a positive function, and negative for a neutral one because $\rho_r<0$. It cannot be used as a metric without a constraint on the charge, and the sign rule for diagonal errors does not apply, since the Coulomb fit leaves charged residuals.

This part has shown that the robust error is exactly $(\Delta p|g|\Delta q)$, bounded by Coulomb norms for $f$, $f/r$ and $f^2$ but not for linear $r_{12}$, whereas with a fixed auxiliary basis the plain error is in general of first order unless the kernel is proportional to the fitting metric. It remains to treat products of integrals, to evaluate the kernels, and to test the results on a one-centre model and on water.
